# Bulk oxygen in silicon from a raster-area series in SIMS: a program that tests the result

```python
"""Bulk oxygen in silicon separated from residual-gas oxygen in SIMS.

Result under test: at fixed beam current the apparent concentration is
    c_app = c_bulk + F / v,
v = erosion rate (changed through the raster area), F = oxygen uptake flux.
A line fit with errors in both coordinates gives c_bulk as its intercept.
Symbols: x = 1/v in s/nm; c in 1e16 atoms/cm^3; F in atoms/(cm^2 s).
In these units the gas term is F*x/1e9.  Fit line: c = a + b*x.
sx, sy = standard uncertainties of x and c.  All data are synthetic.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import least_squares

# ---------- chosen, rough example parameters ----------
current = 100e-9              # A
sputter_yield = 4.0           # Si atoms per ion
sides_up = np.array([100., 125., 150., 200., 250.])   # um
pressure_torr, temperature = 1e-10, 295.0
water_mass = 18.015 * const.atomic_mass
uptake = 0.3                  # oxygen atoms kept per arriving molecule
c_bulk = 5.0                  # 1e16 cm^-3
run_time, count_time = 600.0, 200.0                   # s
spot_diameter = 30.0          # um, analysed area
useful_yield = 1e-3           # counted ions per sputtered O atom
repeatability = 0.01          # relative, signal ratio
depth_rel, depth_abs = 0.01, 5.0                      # relative; nm
u_sensitivity = 0.05          # relative, common to all craters
mix_depth, site_density = 10.0, 1e15                  # nm; cm^-2
dark_rate = 0.1               # counts/s

si_density = 8 / const.value("lattice parameter of silicon")**3 * 1e-6
spot_area = np.pi * (spot_diameter * 1e-4 / 2)**2     # cm^2


def erosion_rate(side_um, amps=current):
    """Erosion rate in nm/s."""
    atoms_per_second = amps * sputter_yield / const.e
    return atoms_per_second / (si_density * (side_um * 1e-4)**2) * 1e7


def depth_sigma(depth):
    return np.sqrt((depth_rel * depth)**2 + depth_abs**2)


def fit_line(x, y, sx, sy, iterations=40):
    """Least squares with errors in x and y, along the last axis."""
    def total(q):
        return np.sum(q, axis=-1, keepdims=True)
    xc = x - np.mean(x, axis=-1, keepdims=True)
    b = total(xc * y) / total(xc * x)
    for step in range(iterations + 1):
        w = 1 / (sy**2 + b**2 * sx**2)
        xm, ym = total(w * x) / total(w), total(w * y) / total(w)
        r = (y - ym) - b * (x - xm)
        x_adj = x + b * w * r * sx**2
        if step < iterations:
            lever = w * (x_adj - xm)
            b = total(lever * (y - ym)) / total(lever * (x - xm))
    a = ym - b * xm
    x_mean = total(w * x_adj) / total(w)
    var_b = 1 / total(w * (x_adj - x_mean)**2)
    var_a = 1 / total(w) + x_mean**2 * var_b
    out = dict(a=a, b=b, ua=np.sqrt(var_a), ub=np.sqrt(var_b),
               cov=-x_mean * var_b, chi2=total(w * r**2),
               sum_w=total(w), x_mean=x_mean)
    return {key: value[..., 0] for key, value in out.items()}


# ---------- gas flux: formula against velocity integration ----------
pressure = pressure_torr * const.torr
kt = const.k * temperature
molecule_flux = pressure / np.sqrt(2 * np.pi * water_mass * kt) * 1e-4
speed = np.sqrt(kt / water_mass)
half_space = quad(lambda s: s * np.exp(-s*s/2) / np.sqrt(2*np.pi), 0, 12)[0]
flux_integral = pressure / kt * speed * half_space * 1e-4
assert abs(flux_integral / molecule_flux - 1) < 1e-8
gas_flux = uptake * molecule_flux
slope_true = gas_flux / 1e9


# ---------- surface balance, strong site blocking, steady beam ----------
# Layer content n in 1e9 cm^-2, so that n = c * depth in nm.
def steady_balance(t, n, feed, rate, sites):
    return feed * (1 - n / sites) + c_bulk * rate - n * rate / mix_depth


feed_test, rate_test, sites_test = 20.0, 2.0, 400.0
solution = solve_ivp(steady_balance, (0, 200), [0.0], method="LSODA",
                     args=(feed_test, rate_test, sites_test),
                     rtol=1e-10, atol=1e-10)
c_integrated = solution.y[0, -1] / mix_depth
gas_term = feed_test / rate_test
c_formula = (c_bulk + gas_term) / (1 + gas_term * mix_depth / sites_test)
assert abs(c_integrated / c_formula - 1) < 1e-6
assert abs(c_formula / (c_bulk + gas_term) - 1) > 0.1

# ---------- pulsed beam: emitted oxygen per eroded volume ----------
frame, duty, mean_rate = 1.0, 0.1, 5.0
rate_on = mean_rate / duty


def beam_on(t, state):
    emitted = state[0] * rate_on / mix_depth
    return [feed_test + c_bulk * rate_on - emitted, emitted]


layer = 0.0
for _ in range(40):
    pulse = solve_ivp(beam_on, (0, duty * frame), [layer, 0.0],
                      rtol=1e-9, atol=1e-10)
    layer = pulse.y[0, -1] + feed_test * (1 - duty) * frame
    c_pulsed = pulse.y[1, -1] / (mean_rate * frame)
assert abs(c_pulsed / (c_bulk + feed_test / mean_rate) - 1) < 1e-5

# ---------- simulated experiments ----------
sides = np.concatenate([sides_up, sides_up[::-1]])
rate = erosion_rate(sides)
x_true = 1 / rate
c_true = c_bulk + slope_true * x_true
counts_per_c = useful_yield * spot_area * rate * count_time * 1e9


def simulate(rng, repeats):
    shape = (repeats, sides.size)
    true_depth = rate * run_time
    depth = true_depth + depth_sigma(true_depth) * rng.normal(size=shape)
    counts = rng.poisson(counts_per_c * c_true, size=shape)
    c = counts / counts_per_c * (1 + repeatability * rng.normal(size=shape))
    x = run_time / depth
    sx = x * depth_sigma(depth) / depth
    sy = c * np.sqrt(1 / counts + repeatability**2)
    return depth, counts, x, c, sx, sy


depth, counts, x, c, sx, sy = [q[0] for q in
                               simulate(np.random.default_rng(7), 1)]
fit = fit_line(x, c, sx, sy)


# ---------- fit against direct minimisation over true abscissas ----------
def all_residuals(p):
    return np.concatenate([(c - p[0] - p[1] * p[2:]) / sy, (x - p[2:]) / sx])


start = np.concatenate([[c_bulk, slope_true], x])
direct = least_squares(all_residuals, start, jac="3-point", x_scale="jac",
                       xtol=1e-13, ftol=1e-13, gtol=1e-11)
cov_direct = np.linalg.inv(direct.jac.T @ direct.jac)
assert abs(direct.x[0] / fit["a"] - 1) < 1e-5
assert abs(direct.x[1] / fit["b"] - 1) < 1e-5
assert abs(np.sqrt(cov_direct[0, 0]) / fit["ua"] - 1) < 1e-4
assert abs(np.sqrt(cov_direct[1, 1]) / fit["ub"] - 1) < 1e-4
assert abs(cov_direct[0, 1] / fit["cov"] - 1) < 1e-4

# A common depth-scale error must leave the intercept alone.
scaled = fit_line(1.03 * x, c, 1.03 * sx, sy)
assert abs(scaled["a"] / fit["a"] - 1) < 1e-8

# ---------- scatter, bias and coverage from many experiments ----------
repeats = 20000
rng = np.random.default_rng(2024)
_, _, xs, cs, sxs, sys_ = simulate(rng, repeats)
many = fit_line(xs, cs, sxs, sys_)
scatter = np.std(many["a"])
mean_u = np.mean(many["ua"])
bias = np.mean(many["a"]) - c_bulk
coverage = np.mean(np.abs(many["a"] - c_bulk) < 1.96 * many["ua"])
assert abs(scatter / mean_u - 1) < 0.04
assert abs(bias) < 0.1 * mean_u
assert abs(coverage - 0.95) < 0.015
assert abs(np.mean(many["chi2"]) - (sides.size - 2)) < 0.3

naive = fit_line(xs, cs, 0 * sxs, sys_)
naive_ratio = np.std(naive["a"]) / np.mean(naive["ua"])
assert naive_ratio > 1.05

common = 1 + u_sensitivity * rng.normal(size=(repeats, 1))
rescaled = fit_line(xs, cs * common, sxs, sys_ * common)
combined_expected = np.hypot(mean_u, c_bulk * u_sensitivity)
combined_scatter = np.std(rescaled["a"])
assert abs(combined_scatter / combined_expected - 1) < 0.04

# ---------- gas drift: two-way order against one-way order ----------
drift = 0.10
fall = 1 + drift * (0.5 - np.arange(sides.size) / (sides.size - 1))


def drift_shift(order):
    v = erosion_rate(order)
    z = v * run_time
    base = c_bulk + slope_true / v
    n = useful_yield * spot_area * v * count_time * 1e9 * base
    s_c = base * np.sqrt(1 / n + repeatability**2)
    s_x = depth_sigma(z) / z / v
    return fit_line(1/v, c_bulk + slope_true*fall/v, s_x, s_c)["a"] - c_bulk


shift_two_way = drift_shift(sides)
shift_one_way = drift_shift(np.repeat(sides_up, 2))
assert abs(shift_two_way) < 0.1 * abs(shift_one_way)

# ---------- dark counts: fixed analysed area or fixed fraction ----------
v_up = erosion_rate(sides_up)
c_up = c_bulk + slope_true / v_up


def dark_shift(areas):
    signal = useful_yield * areas * v_up * 1e9 * c_up
    apparent = (signal + dark_rate) / (useful_yield * areas * v_up * 1e9)
    return np.polyfit(1 / v_up, apparent, 1)[1] - c_bulk


dark_fixed_area = dark_shift(np.full(sides_up.size, spot_area))
dark_fixed_fraction = dark_shift(spot_area * (sides_up / sides_up[0])**2)
assert abs(dark_fixed_area) < 1e-9
assert dark_fixed_fraction > 1e-4

# ---------- memory flux proportional to current ----------
memory_share = 0.2            # of the gas flux, at the nominal current
currents = current * np.array([0.5, 0.75, 1.0, 1.25, 1.5])


def memory_shift(side_list, amp_list):
    v = erosion_rate(side_list, amp_list)
    flux = slope_true * (1 + memory_share * amp_list / current)
    return np.polyfit(1 / v, c_bulk + flux / v, 1)[1] - c_bulk


memory_area = memory_shift(sides_up, np.full(sides_up.size, current))
memory_current = memory_shift(np.full(currents.size, 150.0), currents)
assert abs(memory_area) < 1e-9
assert memory_current > 0.1

# ---------- neglected effects for the example ----------
blocking = slope_true * x_true * mix_depth * 1e9 / site_density
blocked = fit_line(x_true, c_true / (1 + blocking), sx, sy)
blocking_shift = blocked["a"] - c_bulk
assert abs(blocking_shift) < 0.1 * fit["ua"]
settling = mix_depth / rate.min()
assert settling * 10 < run_time - count_time
ion_flux = current / const.e / (sides_up[0] * 1e-4)**2
beam_fraction = fit["ua"] * 1e16 * v_up[0] * 1e-7 / ion_flux

u_total = np.hypot(fit["ua"], fit["a"] * u_sensitivity)
assert abs(fit["a"] - c_bulk) < 4 * fit["ua"]
to_ppm = 1e16 / si_density * 1e6

# ---------- output ----------
print(f"beam {current*1e9:.0f} nA, yield {sputter_yield:.1f}, "
      f"Si density {si_density:.4e} cm^-3")
print(f"water {pressure_torr:.1e} Torr, {temperature:.0f} K, "
      f"uptake {uptake:.2f} O per molecule")
print(f"molecule flux {molecule_flux:.3e}, O uptake flux "
      f"{gas_flux:.3e} cm^-2 s^-1")
print(f"run {run_time:.0f} s, counting last {count_time:.0f} s, "
      f"spot diameter {spot_diameter:.0f} um")
print(f"useful yield {useful_yield:.1e}, repeatability "
      f"{100*repeatability:.1f} %")
print(f"depth error: {100*depth_rel:.1f} % and {depth_abs:.1f} nm "
      "in quadrature")
print(f"true bulk level {c_bulk:.2f}e16 cm^-3, true slope "
      f"{slope_true:.3f}e16 cm^-3 nm/s")
print("true values: side um | rate nm/s | c_app 1e16 cm^-3")
for row in zip(sides_up, v_up, c_up):
    print("  {:4.0f} | {:.3f} | {:.3f}".format(*row))
print("data: side um | depth nm | counts | x s/nm | sx | "
      "c 1e16 cm^-3 | sy")
for row in zip(sides, depth, counts, x, sx, c, sy):
    print("  {:4.0f} | {:6.0f} | {:6d} | {:.4f} | {:.4f} | {:.3f} | {:.3f}"
          .format(*row))
print(f"sum of weights {fit['sum_w']:.2f} (1e16 cm^-3)^-2, "
      f"weighted mean X {fit['x_mean']:.4f} s/nm")
print(f"intercept a = {fit['a']:.3f} +/- {fit['ua']:.3f} 1e16 cm^-3 (fit)")
print(f"slope b = {fit['b']:.3f} +/- {fit['ub']:.3f} 1e16 cm^-3 nm/s")
print(f"fitted O uptake flux {fit['b']*1e9:.3e} cm^-2 s^-1")
print(f"correlation of a and b {fit['cov']/fit['ua']/fit['ub']:.3f}")
print(f"chi-square {fit['chi2']:.2f} for {sides.size-2} degrees of freedom")
print(f"sensitivity-factor uncertainty {100*u_sensitivity:.1f} %")
print(f"bulk oxygen {fit['a']:.2f} +/- {u_total:.2f} 1e16 cm^-3 (total)")
print(f"bulk oxygen {fit['a']*to_ppm:.3f} +/- {u_total*to_ppm:.3f} "
      "atomic ppm (total)")
print(f"{repeats} simulations: scatter {scatter:.4f}, mean fit u "
      f"{mean_u:.4f}, bias {bias:.4f} 1e16 cm^-3")
print(f"coverage of 1.96 u: {100*coverage:.1f} %; mean chi-square "
      f"{np.mean(many['chi2']):.2f}")
print(f"depth errors ignored: scatter / claimed u = {naive_ratio:.3f}")
print(f"with common factor: scatter {combined_scatter:.4f}, formula "
      f"{combined_expected:.4f} 1e16 cm^-3")
print(f"gas drift {100*drift:.0f} %: shift one-way {shift_one_way:.4f}, "
      f"two-way {shift_two_way:.5f} 1e16 cm^-3")
print(f"dark {dark_rate:.1f} counts/s, fixed fraction: shift "
      f"{dark_fixed_fraction:.5f} 1e16 cm^-3")
print(f"memory {100*memory_share:.0f} % of gas flux, current varied at "
      f"150 um: shift {memory_current:.3f} 1e16 cm^-3")
print(f"mixing depth {mix_depth:.0f} nm, sites {site_density:.1e} cm^-2: "
      f"largest blocking term {blocking.max():.2e}")
print(f"site-blocking shift of intercept {blocking_shift:.2e} 1e16 cm^-3")
print(f"longest settling time {settling:.1f} s")
print(f"beam O fraction that shifts a by its fit u: {beam_fraction:.2e}")
print("all assertions hold")
```

Output:

```
beam 100 nA, yield 4.0, Si density 4.9940e+22 cm^-3
water 1.0e-10 Torr, 295 K, uptake 0.30 O per molecule
molecule flux 4.819e+10, O uptake flux 1.446e+10 cm^-2 s^-1
run 600 s, counting last 200 s, spot diameter 30 um
useful yield 1.0e-03, repeatability 1.0 %
depth error: 1.0 % and 5.0 nm in quadrature
true bulk level 5.00e16 cm^-3, true slope 14.456e16 cm^-3 nm/s
true values: side um | rate nm/s | c_app 1e16 cm^-3
   100 | 4.999 | 7.892
   125 | 3.200 | 9.518
   150 | 2.222 | 11.506
   200 | 1.250 | 16.566
   250 | 0.800 | 23.072
data: side um | depth nm | counts | x s/nm | sx | c 1e16 cm^-3 | sy
   100 |   3000 |  55637 | 0.2000 | 0.0020 | 7.942 | 0.086
   125 |   1926 |  42898 | 0.3116 | 0.0032 | 9.429 | 0.105
   150 |   1329 |  36144 | 0.4514 | 0.0048 | 11.494 | 0.130
   200 |    742 |  29119 | 0.8088 | 0.0098 | 16.499 | 0.191
   250 |    477 |  26142 | 1.2585 | 0.0182 | 23.133 | 0.272
   250 |    473 |  26075 | 1.2684 | 0.0185 | 22.776 | 0.268
   200 |    750 |  29334 | 0.7995 | 0.0096 | 16.615 | 0.192
   150 |   1352 |  36140 | 0.4437 | 0.0047 | 11.662 | 0.132
   125 |   1910 |  43169 | 0.3141 | 0.0032 | 9.396 | 0.104
   100 |   2981 |  55685 | 0.2013 | 0.0020 | 7.947 | 0.086
sum of weights 536.61 (1e16 cm^-3)^-2, weighted mean X 0.3433 s/nm
intercept a = 5.062 +/- 0.080 1e16 cm^-3 (fit)
slope b = 14.258 +/- 0.198 1e16 cm^-3 nm/s
fitted O uptake flux 1.426e+10 cm^-2 s^-1
correlation of a and b -0.844
chi-square 7.25 for 8 degrees of freedom
sensitivity-factor uncertainty 5.0 %
bulk oxygen 5.06 +/- 0.27 1e16 cm^-3 (total)
bulk oxygen 1.014 +/- 0.053 atomic ppm (total)
20000 simulations: scatter 0.0799, mean fit u 0.0807, bias -0.0008 1e16 cm^-3
coverage of 1.96 u: 95.2 %; mean chi-square 7.99
depth errors ignored: scatter / claimed u = 1.152
with common factor: scatter 0.2638, formula 0.2627 1e16 cm^-3
gas drift 10 %: shift one-way 0.3115, two-way -0.00233 1e16 cm^-3
dark 0.1 counts/s, fixed fraction: shift 0.00283 1e16 cm^-3
memory 20 % of gas flux, current varied at 150 um: shift 1.301 1e16 cm^-3
mixing depth 10 nm, sites 1.0e+15 cm^-2: largest blocking term 1.81e-04
site-blocking shift of intercept 5.26e-04 1e16 cm^-3
longest settling time 12.5 s
beam O fraction that shifts a by its fit u: 6.44e-08
all assertions hold
```
